# Spin pumping by a precessing ferromagnet and its Gilbert damping

A ferromagnet whose total electron spin points along the unit vector $\mathbf n(t)$, in contact with a normal metal, sends into that metal the spin current (angular momentum per unit time)

$$\mathbf I=\frac{\hbar}{4\pi}\left(g_r\,\mathbf n\times\dot{\mathbf n}+g_i\,\dot{\mathbf n}\right),\qquad g_r+ig_i=g=M-\mathrm{tr}\left(r_\uparrow r_\downarrow^\dagger+t'_\uparrow t_\downarrow'^\dagger\right),$$

to first order in the precession rate. Here $M$ is the number of channels per spin in the metal, $r_{\uparrow,\downarrow}$ are the reflection matrices back into it, and $t'_{\uparrow,\downarrow}$ the transmission matrices into it from any other lead; $\uparrow$ means spin along $\mathbf n$. If the metal absorbs this spin, the Gilbert constant of a film of thickness $d$ and saturation magnetization $M_s$ grows by

$$\alpha'=\frac{g_L\mu_B\,g_r}{4\pi M_s d},$$

with $g_r$ now taken per unit area and $g_L$ the Landé factor. The dependence on $1/d$ holds when $g_r$ itself does not depend on $d$, which requires a film thicker than the transverse coherence length introduced below.

The model has non-interacting electrons, a uniform exchange field along $\mathbf n$, no spin-orbit coupling at the interface, and leads in equilibrium at one chemical potential. Atomic units, $\hbar=1$, are used in the scattering algebra, and $\hbar$ is restored in the results.

Let $a$ be the column of incoming amplitudes in all leads, channels and spins, normalized to unit particle flux, and $b=\hat Sa$ the outgoing ones. The operator $\hat S$ acts on functions of time. An incoming wave $e^{-iEt}$ produces the outgoing wave $s(E,t)e^{-iEt}$, and for slow motion $s$ is the scattering matrix $S(E,t)$ of the magnet frozen at its instantaneous direction, plus corrections of first order in the rate. The incoming occupation is an operator $\hat f$ that multiplies $e^{-iEt}$ by the Fermi function $f(E)$. The outgoing occupation is $\hat S\hat f\hat S^\dagger$, and because $\hat S\hat S^\dagger=1$ the change is

$$\hat S\hat f\hat S^\dagger-\hat f=(\hat S\hat f-\hat f\hat S)\hat S^\dagger .$$

To evaluate the commutator, write $s(E,t)=\sum_\nu s_\nu e^{-i\nu t}$. Acting on $e^{-iEt}$, the product $\hat S\hat f$ gives $f(E)\,s\,e^{-iEt}$, whereas $\hat f\hat S$ gives

$$\sum_\nu f(E+\nu)s_\nu e^{-i(E+\nu)t}\simeq e^{-iEt}\left[f(E)s+if'(E)\,\partial_ts\right],$$

since $\nu s_\nu$ are the components of $i\partial_ts$. The commutator therefore has the amplitude $-if'\partial_ts$. It is already of first order, so both $s$ and the factor $\hat S^\dagger$ may be replaced by their frozen values. Corrections from the time that electrons spend in the magnet enter at second order. The expansion of $f$ is meant under the energy integral, where a sharp Fermi edge does no harm if $S$ varies little over the precession energy.

The equal-time value of an operator with amplitude $x(E,t)$ is $\int dE\,x/2\pi$. With $-f'=\delta(E-E_F)$, the excess of outgoing over incoming flux, as a matrix in channels and spin, is

$$J=\frac{i}{2\pi}\,\dot S\,S^\dagger\Big|_{E_F}.$$

The sign can be read from a single channel with $S=e^{-i\omega t}$. Every electron gains the energy $\omega$, so the outgoing stream is filled up to $E_F+\omega$ and carries an extra particle flux $\omega/2\pi$, which is what $J$ gives. The spin current into the metal is $\mathbf I=\tfrac12\mathrm{Tr}(\boldsymbol\sigma J)$, taken over the channels of that metal. Interference between incoming and outgoing waves, which oscillates in space near the interface, is left out of this current.

Without spin-orbit coupling the frozen matrix depends on spin through projectors alone:

$$S=S_\uparrow P_++S_\downarrow P_-,\qquad P_\pm=\tfrac12(1\pm\boldsymbol\sigma\cdot\mathbf n),\qquad \dot S=\tfrac12(S_\uparrow-S_\downarrow)\,\boldsymbol\sigma\cdot\dot{\mathbf n}.$$

The spin trace follows from $\mathrm{Tr}\,\sigma_i\sigma_j=2\delta_{ij}$ and $\mathrm{Tr}\,\sigma_i\sigma_j\sigma_k=2i\epsilon_{ijk}$:

$$\mathrm{Tr}\left[\boldsymbol\sigma(\boldsymbol\sigma\cdot\dot{\mathbf n})P_\pm\right]=\dot{\mathbf n}\pm i\,\dot{\mathbf n}\times\mathbf n=\dot{\mathbf n}\mp i\,\mathbf n\times\dot{\mathbf n}.$$

Let $\langle XY^\dagger\rangle$ denote the trace over the metal's channels, for instance $\rho=\langle S_\uparrow S_\downarrow^\dagger\rangle=\mathrm{tr}(r_\uparrow r_\downarrow^\dagger+t'_\uparrow t_\downarrow'^\dagger)$. Then

$$\mathrm{Tr}(\boldsymbol\sigma\dot SS^\dagger)=\tfrac12\langle(S_\uparrow-S_\downarrow)(S_\uparrow+S_\downarrow)^\dagger\rangle\,\dot{\mathbf n}-\tfrac i2\langle(S_\uparrow-S_\downarrow)(S_\uparrow-S_\downarrow)^\dagger\rangle\,\mathbf n\times\dot{\mathbf n}.$$

Unitarity gives $\langle S_\uparrow S_\uparrow^\dagger\rangle=\langle S_\downarrow S_\downarrow^\dagger\rangle=M$. The first bracket is then $M-M+\rho-\rho^*=2i\,\mathrm{Im}\rho$, and the second is $2M-2\,\mathrm{Re}\rho$. Multiplying by $\tfrac12\cdot i/2\pi=i/4\pi$ yields

$$\mathbf I=\frac1{4\pi}\left[(M-\mathrm{Re}\rho)\,\mathbf n\times\dot{\mathbf n}-\mathrm{Im}\rho\;\dot{\mathbf n}\right],$$

which is the stated current with $g=M-\rho$. As a test of this trace, two random unitary matrices with three channels in the metal and two elsewhere were combined with a non-uniform motion of $\mathbf n$. The current found from a finite difference of $S$ agreed with the formula to $3\times10^{-14}$.

If $S_\uparrow=S_\downarrow$, then $g=0$ and nothing is pumped: the electrons must be able to tell the two spin directions apart. They need not propagate in the magnet, because two different phases of total reflection suffice; the phases differ because the evanescent tail of the wave feels the exchange field. Since $2g_r=\langle(S_\uparrow-S_\downarrow)(S_\uparrow-S_\downarrow)^\dagger\rangle\ge0$, the first term has a definite sign, and this will make it a damping.

Steady precession offers a second road that does not assume slowness. Let $\mathbf n$ turn about $z$ at the rate $\omega$ with polar angle $\theta$. The substitution $\psi=e^{-i\omega t\sigma_z/2}\chi$ makes the Hamiltonian static and adds $-\omega\sigma_z/2$ to it everywhere. A state with rotating-frame energy $\varepsilon$ and spin $s=\pm1$ along $z$ has laboratory energy $\varepsilon+s\omega/2$. At zero temperature both spins are filled for $\varepsilon<E_F-\omega/2$, where unitarity cancels the outgoing excess, and both are empty for $\varepsilon>E_F+\omega/2$. Between these limits only the spin-down inputs are filled, so with $F=(1-\sigma_z)/2$

$$J=\int_{E_F-\omega/2}^{E_F+\omega/2}\frac{d\varepsilon}{2\pi}\left(SFS^\dagger-F\right)\simeq\frac{\omega}{4\pi}\left(\sigma_z-S\sigma_zS^\dagger\right).$$

The last form takes $S$ constant over the window. The adiabatic result is the same: a rotating $S$ obeys $\dot S=-\tfrac{i\omega}2(\sigma_zS-S\sigma_z)$, and $(i/2\pi)\dot SS^\dagger$ reproduces it. The integral itself was evaluated by matching waves across a 2 nm film, backed by an insulator or by a second metal, for transverse energies of 0, 2 and 4.5 eV and polar angles of 0.4 and 1.3 rad, with the band parameters given below. At a precession energy of 0.5 meV the current vector differed from the adiabatic one by at most 0.8 %, and in each of these cases it was less than 0.6 of the difference at 1 meV.

Consider now a film between the metal and an insulating substrate, so that $S=r$ and there is no $t'$. For a flat interface the transverse wave vector is conserved. Let $k$ be the wave number normal to the interface in the metal and $\kappa_\sigma$ that in the magnet. With equal masses, continuity of the wave and its slope gives the interface reflection $r^0_\sigma=(k-\kappa_\sigma)/(k+\kappa_\sigma)$. From inside the magnet the reflection is $-r^0_\sigma$, and entry followed by exit contributes the factor $1-(r^0_\sigma)^2$. If the substrate reflects with amplitude $r^s_\sigma$, the sum over round trips is

$$r_\sigma=r^0_\sigma+\left[1-(r^0_\sigma)^2\right]r^s_\sigma e^{2i\kappa_\sigma d}\sum_{j=0}^{\infty}\left(-r^0_\sigma r^s_\sigma e^{2i\kappa_\sigma d}\right)^j .$$

The product $r_\uparrow r_\downarrow^*$ contains $r^0_\uparrow r^{0*}_\downarrow$, which does not depend on $d$, and terms with phases $2(n\kappa_\uparrow-m\kappa_\downarrow)d$ where both waves propagate. These phases vary with the transverse wave vector $\mathbf q$ and average out in a thick film. What remains is the interface value per area,

$$g=\int\frac{d^2q}{(2\pi)^2}\left(1-r^0_\uparrow r^{0*}_\downarrow\right)=\int_0^{k_F^2}\frac{du}{4\pi}\left(1-r^0_\uparrow r^{0*}_\downarrow\right),\qquad u=q^2 .$$

The rate of averaging can be estimated from the term $n=m=1$. Since $\kappa_\sigma^2$ equals a constant minus $u$, one has $d\kappa_\sigma/du=-1/2\kappa_\sigma$, and the phase has the slope $d(1/\kappa_\downarrow-1/\kappa_\uparrow)$, which does not vanish. An integration by parts then leaves, from the end point $u=0$, a contribution of magnitude at most

$$\delta g\simeq\frac{1}{4\pi d\,(1/k_\downarrow-1/k_\uparrow)},$$

where $k_\sigma=\kappa_\sigma(u=0)$ and the reflection and transmission factors have been replaced by one. The term oscillates with a period in thickness of $\pi/(k_\uparrow-k_\downarrow)$, the transverse coherence length. Terms with $n\ne m$ may have a stationary phase, for example at $\kappa_\uparrow=2\kappa_\downarrow$, and then decay more slowly, as $d^{-1/2}$, but they carry extra factors $r^0_\sigma$, small when the bands match well.

The opposite limit, $d\to0$ at fixed bands, breaks the $1/d$ law altogether. Both spins are totally reflected with phases that differ by some $\delta\propto d$, and $\mathrm{Re}(1-e^{i\delta})\simeq\delta^2/2$. Hence $g_r\propto d^2$ and $\alpha'\propto d$: the damping enhancement goes to zero instead of diverging. With the bands used below, this law is approached only far below 0.1 nm, less than an atomic layer, so it is a limit of the model and not a regime of real films.

The link to damping is the balance of spin. The magnet carries the spin $M_sd\,\mathbf n/\gamma$ per area, with $\gamma=g_L\mu_B/\hbar>0$, and its magnetization points along $-\mathbf n$ because the electron's moment is opposite to its spin. The torque of a field $\mathbf B$ then turns the spin as $\dot{\mathbf n}=-\gamma\mathbf n\times\mathbf B$. Gilbert damping with the bulk constant $\alpha_0$ adds $-\alpha_0\mathbf n\times\dot{\mathbf n}$; for the magnetization $\mathbf m=-\mathbf n$ this is the usual $+\alpha_0\mathbf m\times\dot{\mathbf m}$. The spin current per area leaves the magnet and is subtracted:

$$\dot{\mathbf n}=-\gamma\mathbf n\times\mathbf B-\alpha_0\mathbf n\times\dot{\mathbf n}-\frac{\gamma\hbar}{4\pi M_sd}\left(g_r\mathbf n\times\dot{\mathbf n}+g_i\dot{\mathbf n}\right).$$

The $g_r$ term has the form of the bulk damping, with the coefficient $\alpha'=\gamma\hbar g_r/4\pi M_sd$ stated at the outset. The origin of $1/d$ is now plain: the loss is proportional to the interface area, and the spin to be damped is proportional to the volume. A film with metal on both faces loses spin through both, and the two values of $g_r$ add.

To see what is observed, put $\mathbf B$ along $z$, $\beta=\gamma\hbar g_i/4\pi M_sd$ and $a=\alpha_0+\alpha'$. The equation of motion and its cross product with $\mathbf n$ are

$$(1+\beta)\dot{\mathbf n}+a\,\mathbf n\times\dot{\mathbf n}=-\gamma B\,\mathbf n\times\hat z,$$
$$(1+\beta)\,\mathbf n\times\dot{\mathbf n}-a\,\dot{\mathbf n}=-\gamma B\,\mathbf n\times(\mathbf n\times\hat z),$$

because $\mathbf n\times(\mathbf n\times\dot{\mathbf n})=-\dot{\mathbf n}$. Multiplying the first by $1+\beta$ and subtracting $a$ times the second eliminates $\mathbf n\times\dot{\mathbf n}$:

$$\left[(1+\beta)^2+a^2\right]\dot{\mathbf n}=-\gamma B(1+\beta)\,\mathbf n\times\hat z+\gamma B\,a\,\mathbf n\times(\mathbf n\times\hat z).$$

The equilibrium spin is antiparallel to the field, so let $n_z=-\cos\vartheta$. The $z$ component of the double product is $n_z^2-1=-\sin^2\vartheta$, and $\dot n_z=\dot\vartheta\sin\vartheta$. Therefore

$$\frac{d}{dt}\ln\tan\frac\vartheta2=\frac{\dot\vartheta}{\sin\vartheta}=-\frac{\gamma B\,a}{(1+\beta)^2+a^2}.$$

Pumping makes the cone close faster, and $g_i$ slightly rescales the precession rate. In a numerical test, films of 2, 5 and 10 nm were released at $\vartheta=0.5$ rad, with the torque taken from the trace $\mathrm{Tr}(\boldsymbol\sigma\dot SS^\dagger)$ summed over channels. The decay rates agreed with this formula to a relative $4\times10^{-11}$.

For numbers, take free-electron bands with a Fermi energy of 7 eV in the metal and band bottoms in the magnet at 0.5 eV for $\uparrow$ and 3.5 eV for $\downarrow$, on an insulator whose barrier is 12 eV high. The channel density is $M=k_F^2/4\pi=14.6$ nm$^{-2}$, and the integral for the interface gives $g_r=14.26$ nm$^{-2}$, or $1.43\times10^{19}$ m$^{-2}$, and $g_i=-1.41$ nm$^{-2}$. Doubling the channel mesh shifts the interface $g$ by $8\times10^{-6}$ nm$^{-2}$. That $g_r$ lies near $M$ means that the real part of $r^0_\uparrow r^{0*}_\downarrow$ nearly averages to zero; the imaginary part, which gives $g_i$, averages to about 0.1. With $M_s=800$ kA/m and $g_L=2.1$,

$$\alpha'd=\frac{2.1\times(9.274\times10^{-24}\ \mathrm{J/T})\times(1.426\times10^{19}\ \mathrm{m^{-2}})}{4\pi\times8\times10^5\ \mathrm{A/m}}=0.0276\ \mathrm{nm}.$$

A 5 nm film gains $\alpha'=0.0055$, comparable with the assumed bulk value $\alpha_0=0.007$. At 10 GHz the ring-down time falls from 2.27 to 1.28 ns. This holds for the circular precession treated above, without a demagnetizing field. In a film of this magnetization lying in its plane the precession is elliptical, and at the same frequency the two times are shorter, about 1.3 and 0.7 ns. The rescaling of the precession rate is small: $\beta=-5\times10^{-4}$ with the interface $g_i$, and $-3\times10^{-4}$ with the 5 nm film's own value, $g_i=-0.88$ nm$^{-2}$.

The normal wave numbers in the magnet are 13.06 and 9.58 nm$^{-1}$, so the coherence length is $\pi/3.48=0.90$ nm. The full film sum gives $g_r=12.4$, 16.2, 15.4, 14.1 and 14.4 nm$^{-2}$ at 0.5, 1, 2, 5 and 10 nm. The $1/d$ law is thus off by about 14 % of the interface value at 1 nm and by little more than 1 % at 5 and 10 nm, though the oscillation reaches 4 % between 4 and 6 nm. Between 3 and 20 nm the fitted logarithmic slope of $\alpha'$ against $d$ is $-1.00$; it ranges from $-0.996$ to $-0.999$ depending on which thicknesses are sampled. The end-point estimate, with $1/9.58-1/13.06=0.0278$ nm, gives $\delta g=0.72$ nm$^{-2}$ at 4 nm and 0.16 at 18 nm. The largest deviations of the complex $g$ found in steps of 0.1 nm over the ranges 4–6 and 18–20 nm are 0.76 and 0.18 nm$^{-2}$, so this one term accounts for most of the size and for the decay.

So far the metal has been a perfect sink, with unpolarized electrons arriving at the magnet. In a real cap some pumped spin returns. Describe the polarization of the incoming electrons by a spin accumulation $\boldsymbol\mu_{in}$ (an energy), perpendicular to $\mathbf n$, so that their occupation matrix acquires $\tfrac12\boldsymbol\sigma\cdot\boldsymbol\mu_{in}\,\delta(E-E_F)$. Because $\boldsymbol\sigma\cdot\boldsymbol\mu_{in}$ exchanges the two projectors,

$$S(\boldsymbol\sigma\cdot\boldsymbol\mu_{in})S^\dagger=\left(r_\uparrow r_\downarrow^\dagger P_++r_\downarrow r_\uparrow^\dagger P_-\right)\boldsymbol\sigma\cdot\boldsymbol\mu_{in}.$$

The same traces as before then give an additional current whose part along $\boldsymbol\mu_{in}$ is $(2\mathrm{Re}\rho-2M)\boldsymbol\mu_{in}/8\pi=-g_r\boldsymbol\mu_{in}/4\pi$. Dropping $g_i$, which is a tenth of $g_r$ here, the total is

$$\mathbf I=\frac{g_r}{4\pi}\left(\hbar\,\mathbf n\times\dot{\mathbf n}-\boldsymbol\mu_{in}\right).$$

Each channel carries a spin current $\mu/4\pi$, so $\mathbf I=M(\boldsymbol\mu_{out}-\boldsymbol\mu_{in})/4\pi$, treating all channels alike. The accumulation in the metal is the mean of the two streams, $\boldsymbol\mu_s=\boldsymbol\mu_{in}+2\pi\mathbf I/M$. Inside the metal, with conductivity $\sigma_N$ shared equally by the spins, the spin current density is $-(\hbar\sigma_N/4e^2)\,\partial_x\boldsymbol\mu$, and $\boldsymbol\mu$ decays over the spin diffusion length $\lambda$. With no flow through the outer face at $x=L$, $\boldsymbol\mu\propto\cosh[(L-x)/\lambda]$, which gives $\mathbf I=G\boldsymbol\mu_s$ with $G=(\hbar\sigma_N/4e^2\lambda)\tanh(L/\lambda)$. Inserting $\boldsymbol\mu_{in}=\mathbf I/G-2\pi\mathbf I/M$ and writing $\mathbf I=g_{\rm eff}\hbar\,\mathbf n\times\dot{\mathbf n}/4\pi$,

$$\frac1{g_{\rm eff}}=\frac1{g_r}-\frac1{2M}+\frac{2e^2}{h}\frac{\lambda}{\sigma_N}\coth\frac L\lambda .$$

For a resistivity of 30 µΩ cm, $\lambda=3$ nm and $L=10$ nm, the three terms are $0.0701-0.0342+0.0699=0.106$ nm$^2$, so $g_{\rm eff}=9.4$ nm$^{-2}$. The resistivity and $M$ imply a mean free path of about 2.2 nm, which is not small against $\lambda$, so the diffusion equation is at the edge of its validity; for isotropic scattering the resulting error in $g_{\rm eff}$ is about 3 %, with a sign that depends on whether $\lambda$ is taken from the diffusion relation or as the actual decay length of the accumulation. At 5 nm the damping enhancement drops from 0.0055 to 0.0037, by about a third.

These parameters imitate a permalloy film capped with platinum. The magnetization, bulk damping, resistivity and diffusion length are rough typical values. The bands are not those of the real metals: both have d electrons at the Fermi energy, and the splitting of 3 eV is well above the roughly 1 eV of permalloy's d bands. Within the free-electron model the interface value changes little over the range tried: splittings of 2 and 4 eV, with the $\uparrow$ band fixed, give $g_r=14.1$ and 14.4 nm$^{-2}$, and doubling the minority mass gives 14.3. True d bands were not computed. A smaller splitting lengthens the coherence length, and so the thickness needed for the $1/d$ law: at 1 eV the interface value is 13.8 nm$^{-2}$, but the coherence length is 3.0 nm and a 5 nm film still lies about 12 % below that value, with the deviation swinging from about $-16$ % to $+18$ % between 4 and 6 nm. Finite frequency changes the current by $2\times10^{-4}$ of its value at 10 GHz (normal incidence, 5 nm film), and thermal smearing at 300 K, at fixed chemical potential, changes the interface $g_r$ by less than one part in a million. Of the effects on $\alpha'$ sized here for the 5 nm film, backflow is the largest. Spin-orbit coupling at a platinum interface, which the model excludes, lets spin be lost at the interface itself; its effect on $\alpha'$ has not been computed. The numerical output lists the values used.

## Computed results

```
Fermi energy of metal: 7.0 eV
band bottoms in magnet, up / down: 0.5 / 3.5 eV
substrate barrier: 12.0 eV
saturation magnetization: 800 kA/m; Lande factor 2.1
bulk damping: 0.007; frequency: 10 GHz
cap resistivity: 30 microohm cm
cap spin diffusion length / thickness: 3.0 / 10.0 nm
wave numbers in magnet, up / down: 13.06 / 9.58 1/nm
transverse coherence length: 0.90 nm
channels per spin and area M: 14.621 1/nm^2
interface Re g: 14.258 1/nm^2 = 1.426e+19 1/m^2
interface Im g: -1.406 1/nm^2
mesh doubling shift of g, interface: 8.1e-06 1/nm^2
mesh doubling shift of g, 20 nm film: 1.7e-03 1/nm^2
thickness | Re g of film | alpha' of film | alpha' from 1/d law
   0.5 nm | 12.356 1/nm^2 | 0.04787 | 0.05524
   1.0 nm | 16.224 1/nm^2 | 0.03143 | 0.02762
   2.0 nm | 15.402 1/nm^2 | 0.01492 | 0.01381
   5.0 nm | 14.061 1/nm^2 | 0.00545 | 0.00552
  10.0 nm | 14.434 1/nm^2 | 0.00280 | 0.00276
  20.0 nm | 14.379 1/nm^2 | 0.00139 | 0.00138
alpha' times thickness (1/d law): 0.02762 nm
log-log slope of film alpha', 3 to 20 nm: -0.996
largest |g_film - g|, 4-6 nm: 0.757 1/nm^2
largest |g_film - g|, 18-20 nm: 0.179 1/nm^2
ring-down time at 5 nm, no pumping: 2.274 ns
ring-down time at 5 nm, with pumping: 1.278 ns
precession rescaling beta at 5 nm, interface g: -5.4e-04
cap spin resistance term: 0.0699 nm^2
Re g with backflow: 9.448 1/nm^2
alpha' at 5 nm with backflow: 0.00366
precession quantum: 41.36 microeV
finite-frequency error, normal incidence, 5 nm: 2.2e-04
relative change of Re g at 300 K: -1.1e-07
Re g, exchange splitting 2 eV / 4 eV: 14.066 / 14.400 1/nm^2
Re g, minority mass doubled: 14.317 1/nm^2
test: trace formula, largest error: 3.3e-14
test: exact precession at 0.5 meV, largest gap: 8.1e-03
test: ring-down rate, largest relative error: 3.9e-11
test: two-stream / series formula - 1: 0.0e+00
```
